Diffusivity of a Trace Precursor in a Blend of Carrier Gases

Suppose trimethylindium is carried into a reactor by equal parts of hydrogen and nitrogen. In the model gas used below its diffusivity is 6.86 cm²/s in pure hydrogen and 1.58 cm²/s in pure nitrogen. Averaging these two numbers gives 4.22 cm²/s for the blend. The momentum balance gives 2.56 cm²/s. In the channel reactor treated below, the first number predicts that 42% of the indium reaches the floor, the second 31%, so the growth rate is overestimated by about a third. The wrong quantity was averaged: collisions with the carriers supply resistances, and it is the resistances that add.

**One carrier: where the resistance comes from**

Let species 1 be the precursor and species j a carrier. Their molecules are hard spheres with masses m_1 and m_j, and their centres are a distance σ apart at contact. The gas is dilute and has one temperature T. I assume that each species has a Maxwellian velocity distribution about its own mean velocity, v_1 or v_j. This is an approximation, because a real drift also distorts the shape of the distribution. For a heavy precursor in light carriers the distortion changes the diffusivity by about 0.1% or less; for hydrogen diffusing in nitrogen it raises the diffusivity by several per cent.

The relative velocity g of a colliding pair is then Gaussian about w = v_1 − v_j. Each component has variance kT/m_1 + kT/m_j = kT/μ, where μ = m_1m_j/(m_1 + m_j).

A smooth hard-sphere collision reverses the component of g along the line of centres. At impact parameter b that component is g√(1 − b²/σ²), so the precursor loses forward momentum 2μg(1 − b²/σ²). The sideways change averages to zero over the orientation of the collision. Summing over impact parameters gives the effective area

∫₀^σ 2πb · 2(1 − b²/σ²) db = 4π(σ²/2 − σ²/4) = πσ².

Collisions arrive at a rate proportional to n_j g, with n_j the carrier number density. The mean force on one precursor molecule is therefore

F = −n_j μ πσ² ⟨g **g**⟩,

where the bold letter marks the vector. For a drift much slower than the thermal speed, the Gaussian is the centred one multiplied by 1 + μ **g**·**w**/kT. The centred part gives no mean force. By isotropy the other part gives

⟨g **g**⟩ = (μ/3kT) ⟨g³⟩₀ **w**.

With s² = kT/μ, the centred average is

⟨g³⟩₀ = 4π(2πs²)^(−3/2) ∫₀^∞ g⁵ exp(−g²/2s²) dg = 4π(2πs²)^(−3/2) · 8s⁶ = 8√(2/π) s³.

Hence F = −ζ_j(v_1 − v_j), with the friction coefficient

ζ_j = (8/3) n_j σ² √(2πμkT).

Now let the precursor diffuse slowly enough for its inertia to be negligible. The gradient of its partial pressure n_1kT balances the friction. At uniform temperature and pressure the total number density n is uniform, so ∇n_1/n_1 = ∇x_1/x_1, where x_1 is the mole fraction. With several carriers the frictions add, since each collision involves one carrier molecule:

−kT ∇x_1/x_1 = Σ_j ζ_j(v_1 − v_j).

Collisions between two precursor molecules conserve the precursor's total momentum and contribute nothing. Define the binary diffusivity by ζ_j = kT x_j/D_1j. Since n_j = n x_j, the mole fraction cancels:

D_1j = kT x_j/ζ_j = (3/(8nσ²)) √(kT/(2πμ)).

Multiply the balance by −x_1/kT and introduce molar fluxes N_i = c x_i v_i, where c is the total molar density:

∇x_1 = Σ_j (x_1N_j − x_jN_1)/(c D_1j).

This is the Stefan-Maxwell equation for the precursor. For one stagnant carrier, N_2 = 0 and

N_1 = −(c D_12/x_2) ∇x_1.

In the trace limit x_2 → 1, which leaves Fick's law with the binary diffusivity.

For numbers, take 100 Torr and 510 K, where n = 1.893 × 10¹⁸ cm⁻³. The masses of trimethylindium, hydrogen and nitrogen are 159.92, 2.016 and 28.014 u. I assign them effective diameters of 0.55, 0.27 and 0.37 nm, and σ is the mean of two diameters. The formula gives

D(H₂) = 6.86 cm²/s,  D(N₂) = 1.575 cm²/s.

Their ratio, 4.36, has two sources. The reduced masses are 1.99 and 23.8 u, which gives a factor √(23.8/1.99) = 3.46. The contact distances are 0.41 and 0.46 nm, which gives (0.46/0.41)² = 1.26. Most of the difference comes from mass.

**Several carriers at rest**

Set N_j = 0 for every carrier. The precursor flux comes out of the sum:

∇x_1 = −(N_1/c) Σ_j x_j/D_1j.

Thus N_1 = −c D_mix ∇x_1, with

1/D_mix = Σ_j x_j/D_1j, summed over the carriers.

The weights add up to 1 − x_1. They form a true average when x_1 is negligible, and this is the sense in which the inverse mixture diffusivity is the mole-fraction average of the inverse binary diffusivities.

For the equal blend the two resistances are

0.5/6.860 + 0.5/1.575 = 0.0729 + 0.3175 = 0.3904 s/cm²,

so D_mix = 2.56 cm²/s, or 2.56 × 10⁻⁴ m²/s. Nitrogen is half of the gas and supplies 81% of the resistance.

Two limits come out as they should. If all the D_1j are equal, D_mix equals their common value. If one carrier fills the gas, its binary value returns. The arithmetic mean passes both limits too, so the two averages can differ only in between. There, let y be the fraction of carrier a and 1 − y that of carrier b. The ratio of the arithmetic mean to D_mix is

[yD_a + (1 − y)D_b][y/D_a + (1 − y)/D_b]
= y² + (1 − y)² + y(1 − y)(D_a/D_b + D_b/D_a)
= 1 + y(1 − y)(D_a − D_b)²/(D_aD_b).

The last line uses y² + (1 − y)² = 1 − 2y(1 − y). The arithmetic mean is therefore too large whenever both carriers are present and their diffusivities differ. Here the ratio is 1.65.

The approach to a pure carrier is lopsided. For a little nitrogen, of fraction ε, in hydrogen,

D_mix ≈ D(H₂)[1 − ε(D(H₂)/D(N₂) − 1)],

so 1% of nitrogen lowers the diffusivity by about 3%. For a little hydrogen in nitrogen,

D_mix ≈ D(N₂)[1 + ε(1 − D(N₂)/D(H₂))],

and 1% of hydrogen raises it by about 0.8%.

**Carriers that flow together**

A reactor gas moves, so strict stagnation is too narrow a condition. Let all carriers share the local velocity u, so that N_j = c x_j u. Then

∇x_1 = (x_1u − N_1/c) Σ_j x_j/D_1j = (x_1u − N_1/c)/D_mix,

and solving for the flux gives

N_1 = c x_1u − c D_mix ∇x_1.

The first term is transport with the carriers, the second diffusion relative to them. Only velocity differences enter the friction, so the same D_mix appears. Setting u = 0 recovers the previous case. The velocity may vary from place to place, as in channel flow, provided the carriers share it at each point.

**How dilute is a trace?**

Take a film of thickness L, with z running from its top to an absorbing wall. At the top x_1 = x_0, and the carriers have shares y_j of the remainder. At the wall x_1 = 0. The carriers are stagnant. The Stefan-Maxwell equation for carrier j, with N_1 the only flux, is

dx_j/dz = x_jN_1/(c D_1j).

In steady state N_1 is constant, so each carrier profile is exponential:

x_j(z) = (1 − x_0) y_j exp(N_1z/(c D_1j)).

At the wall the carriers fill the gas, which fixes the flux:

(1 − x_0) Σ_j y_j exp(N_1L/(c D_1j)) = 1.

Write a_j = 1/D_1j and ν = N_1L/c, with angle brackets for averages over the shares y_j. Dividing by 1 − x_0 and expanding both sides gives

ν⟨a⟩ + ν²⟨a²⟩/2 + … = x_0 + x_0² + ….

To first order ν = x_0/⟨a⟩. Putting this into the quadratic term yields

N_1 = (c x_0/(L⟨a⟩)) [1 + x_0(1 − ⟨a²⟩/(2⟨a⟩²)) + …].

The leading factor is the trace law, since 1/⟨a⟩ = D_mix. For one carrier ⟨a²⟩ = ⟨a⟩² and the coefficient of x_0 is 1/2. That agrees with the closed solution N_1 = (c D_12/L) ln[1/(1 − x_0)], whose expansion begins x_0 + x_0²/2.

In the equal blend the coefficient is 0.304. At a precursor fraction of 10⁻⁴ the flux changes by 3 parts in 10⁵. Even at x_0 = 0.1, numerical solution of the full film equations gives a flux 3.3% above the trace law, against 3.0% from the first correction.

The carriers need not be perfectly still either. If the reaction or the walls induce carrier fluxes comparable with N_1, they enter the precursor equation multiplied by x_1, and their effect on N_1 is of relative order x_1. The same holds for by-products leaving the surface, provided they also remain a trace.

**When dilution does not help**

Carriers that interdiffuse for their own reasons are a different matter. Keep N_j in the Stefan-Maxwell equation and solve for N_1:

N_1 = −c D_mix ∇x_1 + x_1D_mix Σ_j N_j/D_1j.

Both terms are first order in x_1. Making the precursor more dilute does not remove the second.

Suppose the hydrogen fraction rises by 0.10 from the floor to the ceiling of a 2 cm gap, near the equal blend, with no total flux. With z upward, the slope is 0.05 cm⁻¹. The same hard-sphere formula gives 11.59 cm²/s for hydrogen in nitrogen. Hydrogen therefore flows down with N(H₂)/c = −11.59 × 0.05 = −0.58 cm/s, and nitrogen flows up with the opposite flux. Even where x_1 is uniform, the precursor drifts at

v_1 = 2.562 × (−0.58) × (1/6.860 − 1/1.575) = 0.73 cm/s.

The drift is upward because nitrogen has the firmer grip. For comparison, the diffusion velocity D_mix/h in a gap of height h = 2 cm is 1.28 cm/s. A modest failure to premix the carriers thus causes a drift comparable with the diffusion velocity while it lasts.

**Mixing times add in the same way**

Consider a closed gap of height h containing a uniform carrier blend and a slightly uneven trace precursor. Conservation gives

∂x_1/∂t = D_mix ∂²x_1/∂z².

The slowest uneven profile with no flux at either end is cos(πz/h). It decays as exp(−t/t_mix), with

t_mix = h²/(π²D_mix) = Σ_j x_j h²/(π²D_1j).

The mixing time in the blend is the mole-fraction average of the times in the pure carriers at the same temperature and pressure.

I also solved the transient equations for all three gases numerically, dividing the 2 cm gap into 40 cells and leaving the carriers free to move with zero total flux. The decay times were 0.0591 s in hydrogen, 0.2575 s in nitrogen and 0.1583 s in the equal blend. The mean of the first two is 0.1583 s. The blend time came from the coupled Stefan-Maxwell equations and not from D_mix. Those equations already contain the sum of frictions, so the agreement confirms their reduction to a single diffusivity, not the addition of frictions itself.

The same formula applied to the carriers themselves gives 4/(π² × 11.59) = 0.035 s. An uneven carrier blend in this gap therefore evens out faster than the precursor does. At the drift of 0.73 cm/s found above, the precursor would move only about 0.03 cm in that time, so an unevenness that is not maintained displaces it little.

**A channel reactor**

Let the gas flow through a channel 2 cm high, 10 cm wide and 10 cm long. The floor absorbs every precursor molecule that reaches it, and the ceiling absorbs none. The flow is 5 standard litres per minute, referred to 273.15 K and 760 Torr. At 510 K and 100 Torr the mean velocity is

ū = (5000/60) × (510/273.15) × (760/100)/(2 × 10) = 59.1 cm/s,

and the residence time is τ = 10/59.1 = 0.169 s. This is close to the blend's mixing time, so neither a well-mixed gas nor an untouched one is a fair description.

Neglect the side walls and diffusion along the flow. The latter is justified by ū × length/D_mix = 231. With x along the channel and z upward from the floor,

u(z) ∂x_1/∂x = D_mix ∂²x_1/∂z².

Measuring z in units of h and x in units of the length leaves one parameter,

s = D_mixτ/h² = 2.562 × 0.1691/4 = 0.108.

Residence time alone does not decide the capture. At fixed standard flow and temperature, τ is proportional to pressure while D_mix is inversely proportional to it. Their product, and hence the captured fraction in this model, does not change with pressure.

The simple case is plug flow, u = ū. The profiles that vanish at the floor and have zero slope at the ceiling are sin(κz), with κh = (2m + 1)π/2 and m = 0, 1, 2, …. A uniform inlet profile contains each with amplitude 2/(κh), and the height average of each sine is 1/(κh). The captured fraction is therefore

1 − Σ_m [8/((2m + 1)²π²)] exp(−(2m + 1)²π²s/4).

At s = 0.108 the first two terms of the sum are 0.621 and 0.008, so 37% is captured.

Developed laminar flow has u = 6ū(z/h)(1 − z/h). Solving the transport equation numerically on 300 layers gives 31%. The gas next to the absorbing floor is slow and is replenished less rapidly than in plug flow.

For small s a balance of terms shows how the laminar capture depends on D_mix. Near the floor u ≈ 6ūz/h. A depleted layer of thickness δ at distance x satisfies D_mix/δ² ~ 6ūδ/(hx), so δ ~ (D_mixhx/6ū)^(1/3). The wall flux is proportional to D_mix/δ, and thus to D_mix^(2/3). The capture follows s^(2/3) in this limit and must bend below that law later, since it cannot exceed one.

The growth rate follows from the indium supply. With a precursor fraction of 10⁻⁴, the flow brings 2.24 × 10¹⁷ indium atoms per second, of which 30.7% land on 100 cm². An InSb cubic cell of edge 0.648 nm holds four formula units, so each indium atom adds 0.0680 nm³ of crystal. The mean growth rate is about 1.7 µm/h. With standard flow, pressure, temperature and precursor fraction held fixed, the other blends give:

H₂ fraction 1.00: D_mix 6.86 cm²/s, captured 0.56, growth 3.1 µm/h
H₂ fraction 0.75: D_mix 3.73 cm²/s, captured 0.39, growth 2.1 µm/h
H₂ fraction 0.50: D_mix 2.56 cm²/s, captured 0.31, growth 1.7 µm/h
H₂ fraction 0.25: D_mix 1.95 cm²/s, captured 0.26, growth 1.4 µm/h
H₂ fraction 0.00: D_mix 1.58 cm²/s, captured 0.23, growth 1.2 µm/h

Taken before rounding, the differences show that the first quarter of nitrogen removes 0.9 µm/h and the last quarter 0.2 µm/h. This is the lopsidedness found above, softened by the weaker-than-linear dependence of capture on D_mix. The arithmetic mean of the diffusivities would give a capture of 0.418 in the equal blend, 36% above the value 0.307.

**Beside a real InSb reactor**

The pressure, flow and precursor fraction are rough typical values for low-pressure growth, and the molecular diameters are rough too. The equal blend was chosen to display the averaging. One serious simplification is the uniform temperature. A real floor might be at 720 K with gas entering at 300 K; 510 K is their mean. Thermal diffusion then pushes a heavy precursor away from the hot floor. With a thermal diffusion factor α, the film flux becomes

N_1 = −c D_mix(dx_1/dz + αx_1 d ln T/dz), or d(x_1T^α)/dz = −N_1T^α/(c D_mix).

For hard spheres at fixed pressure c D_mix varies as √T. Integrating across a film with a linear temperature profile gives 0.98 of the uniform-temperature flux for α = 0, but 0.59 for an assumed α = 1. A positive α therefore lowers the growth rate relative to the same temperature profile without thermal diffusion. The film ratio is not itself the correction for the channel, where the precursor fraction at the top is not held fixed and the gas is depleted along the flow. Moreover, α depends on the blend: for hard spheres of the sizes above, kinetic theory in its first approximation gives about 2.0 in hydrogen and 1.0 in nitrogen, with film ratios 0.34 and 0.59. Real molecules are softer and the values differ, but thermal diffusion can be expected to narrow the advantage of hydrogen seen in the table. Loss of methyl groups in the hot gas acts the other way: a fragment InCH₃ with an assumed diameter of 0.45 nm diffuses 28% faster in the equal blend. If surface reaction is slow, the floor is no longer a perfect absorber and transport loses control of the rate. By contrast, an antimony precursor at a fraction of 2 × 10⁻⁴ adds about 0.1% to the friction. The carriers are subject to thermal diffusion as well: in the hard-sphere model the steady hydrogen fraction of an equal blend runs from about 0.44 at 300 K to 0.56 at 720 K, an unevenness that the heating maintains, and while it develops the carriers do not share one velocity. The averaging rule survives a temperature profile locally, with each D_1j taken at the local temperature and each x_j at the local composition, because the frictions still add at each point; thermal diffusion and carrier interdiffusion enter as separate terms, and the reactor calculation built on the rule needs these corrections.
